\section*{Exchange field on a quantum dot from ferromagnetic leads}

\section{Definitions and conventions}

A quantum dot has one orbital of energy $\varepsilon$, and two electrons in it repel with energy $U$. The dot exchanges electrons with ferromagnetic leads whose magnetizations lie along one axis. Spin $\uparrow$ denotes the majority spin at the Fermi level. All one-electron energies are measured from the common Fermi level, the temperature and the bias are zero, and $\hbar=1$. The Hamiltonian is
\begin{equation}
\begin{aligned}
H={}&\varepsilon(n_\uparrow+n_\downarrow)+Un_\uparrow n_\downarrow
+\sum_{k\sigma}\varepsilon_{k\sigma}c^\dagger_{k\sigma}c_{k\sigma}\\
&+\sum_{k\sigma}V_{k\sigma}\bigl(d^\dagger_\sigma c_{k\sigma}+c^\dagger_{k\sigma}d_\sigma\bigr),
\end{aligned}
\label{H}
\end{equation}
with $n_\sigma=d^\dagger_\sigma d_\sigma$ and real $V_{k\sigma}$. Tunnelling conserves spin, so the numbers $N_\uparrow$ and $N_\downarrow$ of electrons in dot and leads together are conserved separately.

The dot holds one electron. Removing it to the Fermi level costs $E_r$, and adding a second one from the Fermi level costs $E_a$:
\begin{equation}
E_r=-\varepsilon>0,\qquad E_a=\varepsilon+U>0,\qquad E_r+E_a=U .
\end{equation}
The full tunnel width for spin $\sigma$ is
\begin{equation}
\Gamma_\sigma(\omega)=2\pi\sum_kV_{k\sigma}^2\,\delta(\omega-\varepsilon_{k\sigma}).
\label{width}
\end{equation}
Where it is constant in energy I write $\Gamma_{\uparrow,\downarrow}=\Gamma(1\pm P)$. Thus $\Gamma$ is the mean of the two widths, and $\Gamma_\uparrow-\Gamma_\downarrow=2P\Gamma$. The sum over $k$ runs over all leads. If lead $r$ has mean width $\Gamma_r$ and polarization $P_r$, signed along the common axis, then $P\Gamma=\sum_rP_r\Gamma_r$. Two equal leads magnetized in opposite directions give $P=0$.

The quantity sought is the splitting $\Delta=E_\uparrow-E_\downarrow$ between the states that evolve from a dot electron of spin $\uparrow$ or $\downarrow$ above a filled Fermi sea. Without tunnelling it is zero. A negative $\Delta$ favours the majority spin. Because $\Delta$ splits the dot spin states as a Zeeman energy would, it is called the exchange field, or simply the field.

\section{One lead level}

\subsection*{An empty level}

Take a dot electron of spin $\sigma$ and one empty lead level at $\omega>0$. The electron is either on the dot or in the lead, so
\begin{equation}
h=\begin{pmatrix}-E_r&V_\sigma\\V_\sigma&\omega\end{pmatrix}.
\end{equation}
Its lower eigenvalue is
\begin{align}
E&=\frac{\omega-E_r}{2}-\sqrt{\Bigl(\frac{\omega+E_r}{2}\Bigr)^2+V_\sigma^2}\\
&=-E_r-\frac{V_\sigma^2}{\omega+E_r}+\frac{V_\sigma^4}{(\omega+E_r)^3}-\dots
\end{align}
The second line uses $\sqrt{a^2+V^2}=a+V^2/2a-V^4/8a^3+\dots$ with $a=(\omega+E_r)/2$. The leading shift is minus the squared amplitude over the cost $\omega+E_r$ of the virtual state. The electron that makes the excursion is the dot electron itself, so its own spin selects the amplitude.

\subsection*{A filled level}

Now let the lead level lie at $-\omega<0$ and hold both spins. For a dot electron of spin $\sigma$, both orbitals of that spin are full and nothing of spin $\sigma$ can move. The lead electron of opposite spin $\bar\sigma$ can enter the dot. The dot then gains $\varepsilon+U=E_a$, and taking the electron out of the lead costs a further $\omega$. The problem is again a $2\times2$ matrix, with level distance $\omega+E_a$, and the leading shift is $-V_{\bar\sigma}^2/(\omega+E_a)$. Pauli exclusion has put the opposite spin into the amplitude.

\subsection*{Both together}

With one empty level at $\omega$ and one filled level at $-\omega$, of equal amplitudes, the two shifts add at order $V^2$:
\begin{equation}
\delta E_\sigma=-\frac{V_\sigma^2}{\omega+E_r}-\frac{V_{\bar\sigma}^2}{\omega+E_a}.
\end{equation}
Subtracting the expressions for the two spins gives
\begin{equation}
\Delta=-(V_\uparrow^2-V_\downarrow^2)\left[\frac1{\omega+E_r}-\frac1{\omega+E_a}\right].
\label{pair}
\end{equation}
Removal lowers the spin that tunnels more easily; addition lowers the other one. Two limits check this. For $E_a=E_r$ the processes cancel. For $\omega\gg E_a,E_r$ the bracket tends to $(E_a-E_r)/\omega^2$, so distant levels shift both spin states strongly compared with the amount by which they split them.

\section{A continuum of lead levels}

For a full lead, start from $|\sigma\rangle$, the filled Fermi sea with spin $\sigma$ on the dot. The tunnelling term changes the dot charge, so its expectation value vanishes and the first shift is of second order in $V$. The states $|\uparrow\rangle$ and $|\downarrow\rangle$ have different $(N_\uparrow,N_\downarrow)$ and do not mix. The allowed virtual processes are the two above, one for each lead state:
\begin{equation}
\delta E_\sigma=-\sum_{\varepsilon_{k\sigma}>0}\frac{V_{k\sigma}^2}{\varepsilon_{k\sigma}+E_r}
-\sum_{\varepsilon_{k\bar\sigma}<0}\frac{V_{k\bar\sigma}^2}{E_a-\varepsilon_{k\bar\sigma}} .
\end{equation}
By (\ref{width}), a sum $\sum_kV_{k\sigma}^2f(\varepsilon_{k\sigma})$ equals $\int d\omega\,\Gamma_\sigma(\omega)f(\omega)/2\pi$. Replacing $\omega$ by $-\omega$ in the filled part gives
\begin{equation}
\delta E_\sigma=-\int_0^\infty\frac{d\omega}{2\pi}
\left[\frac{\Gamma_\sigma(\omega)}{\omega+E_r}+\frac{\Gamma_{\bar\sigma}(-\omega)}{\omega+E_a}\right].
\label{general}
\end{equation}

\subsection*{Flat bands}

Let both spin bands extend from $-D$ to $D$ with constant widths. The elementary integral is
\begin{equation}
\int_0^D\frac{d\omega}{\omega+E}=\ln\frac{D+E}{E},
\end{equation}
so that
\begin{equation}
\delta E_\sigma=-\frac{\Gamma_\sigma}{2\pi}\ln\frac{D+E_r}{E_r}
-\frac{\Gamma_{\bar\sigma}}{2\pi}\ln\frac{D+E_a}{E_a}.
\label{shifts}
\end{equation}
In the difference the first logarithm is multiplied by $\Gamma_\uparrow-\Gamma_\downarrow$ and the second by $\Gamma_\downarrow-\Gamma_\uparrow$:
\begin{align}
\Delta&=-\frac{\Gamma_\uparrow-\Gamma_\downarrow}{2\pi}
\left[\ln\frac{D+E_r}{E_r}-\ln\frac{D+E_a}{E_a}\right]\notag\\
&=-\frac{P\Gamma}{\pi}\ln\frac{E_a(D+E_r)}{E_r(D+E_a)} .
\label{band}
\end{align}
For $D\gg E_a,E_r$ the factor $(D+E_r)/(D+E_a)$ tends to one, and
\begin{equation}
\boxed{\Delta=-\frac{P\Gamma}{\pi}\ln\frac{E_a}{E_r}}
\label{main}
\end{equation}
to first order in $\Gamma$. Each level shift grows as $\ln D$, but the splitting has a finite wide-band limit.

\subsection*{Limits}

Near the middle of the one-electron region put $E_a=U/2+x$ and $E_r=U/2-x$, so that $x=\varepsilon+U/2$. For $|x|\ll U$ the logarithm is $4x/U$, and
\begin{equation}
\Delta\simeq-\frac{4P\Gamma}{\pi U}\,x .
\end{equation}
The field is linear in the gate-controlled level energy and changes sign at $x=0$. For $E_r<E_a$ removal dominates and the majority spin is lower; for $E_r>E_a$ the minority spin is lower.

For very strong repulsion, $E_a\gg D$, (\ref{main}) does not apply. Equation (\ref{band}) then gives $\Delta\to-(P\Gamma/\pi)\ln[(D+E_r)/E_r]$: addition is suppressed, and the band edge takes over as the upper cutoff.

As $E_r\to0$ the logarithm diverges, which marks the failure of the expansion. The weight of the virtual empty-dot states in $|\sigma\rangle$ is
\begin{equation}
\int_0^D\frac{d\omega}{2\pi}\frac{\Gamma_\sigma}{(\omega+E_r)^2}
=\frac{\Gamma_\sigma}{2\pi}\left(\frac1{E_r}-\frac1{D+E_r}\right),
\label{weight}
\end{equation}
which must be small. The same holds for the doubly occupied states, with $\Gamma_{\bar\sigma}$ and $E_a$. The result therefore requires $\Gamma\ll E_r,E_a$.

\subsection*{Which lead electrons make the field}

Restricting the wide-band integral to lead states with $|\omega|<\lambda$ gives the fraction
\begin{align}
F(\lambda)&=\frac{1}{\ln(E_a/E_r)}\int_0^\lambda d\omega
\left[\frac1{\omega+E_r}-\frac1{\omega+E_a}\right]\notag\\
&=1-\frac{\ln[(\lambda+E_a)/(\lambda+E_r)]}{\ln(E_a/E_r)} .
\label{share}
\end{align}
For small $\lambda$ it is proportional to $\lambda$. At this order the field has no logarithm from the Fermi edge. When one charge energy is much larger than the other, the logarithm in (\ref{main}) builds up in the range between them, where the bracket is close to $\pm1/\omega$. The absence of a Fermi-edge logarithm separates the field from Kondo physics, which arises in higher orders. There the dot spin can flip while leaving an electron--hole pair in the lead, and the pair energy can be arbitrarily small. Such terms are not summed here. Equation (\ref{main}) is the level splitting with which the low-energy spin problem begins, not a calculation of a Kondo resonance.

\section{When the symmetric point has no field}

\subsection*{Energy-dependent widths}

Write $\gamma(\omega)=\Gamma_\uparrow(\omega)-\Gamma_\downarrow(\omega)$. At $E_a=E_r=U/2$, equation (\ref{general}) gives
\begin{equation}
\Delta=-\int_0^\infty\frac{d\omega}{2\pi}\,\frac{\gamma(\omega)-\gamma(-\omega)}{\omega+U/2}.
\end{equation}
Equal charge energies do not suffice for a zero. An even $\gamma$ does, at this order.

\subsection*{A zero at every order}

A stronger statement holds if each spin separately has a symmetric lead: every level $k$ has a partner $\bar k$ with $\varepsilon_{\bar k\sigma}=-\varepsilon_{k\sigma}$ and $V_{\bar k\sigma}=V_{k\sigma}$. Consider the map
\begin{equation}
d_\sigma\to d_\sigma^\dagger,\qquad c_{k\sigma}\to-c^\dagger_{\bar k\sigma}.
\end{equation}
At $\varepsilon=-U/2$ the dot terms become
\begin{align}
&-\tfrac U2(2-n_\uparrow-n_\downarrow)+U(1-n_\uparrow)(1-n_\downarrow)\notag\\
&\qquad=-\tfrac U2(n_\uparrow+n_\downarrow)+Un_\uparrow n_\downarrow ,
\end{align}
which is their original form. In the leads $\varepsilon_{k\sigma}c^\dagger_{k\sigma}c_{k\sigma}$ becomes $\varepsilon_{k\sigma}(1-c^\dagger_{\bar k\sigma}c_{\bar k\sigma})$. The constants sum to zero, and the remainder is the energy of level $\bar k$. In the tunnelling term
\begin{equation}
d_\sigma^\dagger c_{k\sigma}\to-d_\sigma c^\dagger_{\bar k\sigma}=c^\dagger_{\bar k\sigma}d_\sigma ,
\end{equation}
which is the conjugate term for the partner level. Hence $H$ is unchanged.

With $M$ lead levels per spin, $M$ even, the map takes $N_\sigma$ to $M+1-N_\sigma$. It exchanges the sector $(M/2+1,M/2)$, which contains $|\uparrow\rangle$, with $(M/2,M/2+1)$, which contains $|\downarrow\rangle$. The two sectors have identical spectra for any tunnelling strength and any polarization, and partner states have opposite dot spin $n_\uparrow-n_\downarrow$, so neither dot spin is favoured. The statement concerns the whole spectrum. Equal ground energies alone would say little for a continuous lead, where a spin-flip pair of vanishing energy brings the lowest energies of the two sectors together at any $\varepsilon$.

\subsection*{A case where the zero moves}

Let exchange in the ferromagnet shift the flat $\uparrow$ band down by $s/2$ and the $\downarrow$ band up by $s/2$. Electrons of spin $\uparrow$ then find empty states up to $D-s/2$, and filled $\downarrow$ states reach down to $-(D-s/2)$. For a dot spin $\uparrow$ both integrals therefore end at $D-s/2$; for $\downarrow$ both end at $D+s/2$. At $E_a=E_r=U/2$, since $\Gamma_\uparrow+\Gamma_\downarrow=2\Gamma$,
\begin{equation}
\delta E_{\uparrow,\downarrow}=-\frac{\Gamma}{\pi}\ln\frac{D\mp s/2+U/2}{U/2},
\end{equation}
and the remaining splitting is
\begin{equation}
\Delta=\frac\Gamma\pi\ln\frac{D+U/2+s/2}{D+U/2-s/2}.
\label{stoner}
\end{equation}
It does not contain $P$. It vanishes for $s\to0$ and is about $\Gamma s/\pi D$ for $s,U\ll D$. Away from the symmetric point, in the same limit, this term adds to (\ref{main}), and the zero lies at $\ln(E_a/E_r)=s/(PD)$. If $s/(PD)$ is not large, a gate voltage can still remove the field, but at a displaced position. For $P=0$ this term does not depend on the gate voltage in this limit, and no such zero exists.

\section{Compensation by an applied field}

Add $bS_z=\tfrac b2(n_\uparrow-n_\downarrow)$ on the dot, with the leads held fixed. Here $b=g\mu_BB$, and $B$ is counted positive when it raises $\uparrow$. To lowest order the splitting is $b+\Delta$, and it vanishes at
\begin{equation}
b_c=\frac{P\Gamma}{\pi}\ln\frac{E_a}{E_r},\qquad B_c=\frac{b_c}{g\mu_B}.
\label{comp}
\end{equation}

The field also changes the virtual energies. For $|\uparrow\rangle$ the removal cost becomes $E_r-b/2$. The cost of adding a $\downarrow$ electron becomes $E_a-b/2$, because that electron is lowered by the field. For $|\downarrow\rangle$ both signs reverse. Since $\frac{d}{dE}\ln\frac{D+E}{E}=-A(E)$ with $A(E)=1/E-1/(D+E)$, the terms linear in $b$ are
\begin{equation}
E_\uparrow-E_\downarrow=\Delta+b(1-\kappa),\quad
\kappa=\frac{\Gamma}{2\pi}\bigl[A(E_r)+A(E_a)\bigr].
\label{kappa}
\end{equation}
The factor is $\Gamma/2\pi$ because each state contributes a quarter of its widths over $\pi$, and the two widths add to $2\Gamma$. Comparison with (\ref{weight}) shows that $\kappa$ is the virtual-state weight averaged over the two dot spins. During the excursions the dot is empty or doubly occupied and has no spin on which the field can act. Since $b_c$ is of order $\Gamma$, the correction $\kappa b_c$ is of order $\Gamma^2$, and (\ref{comp}) stands at first order.

Compensation makes the two dot spin states degenerate, so a spin flip no longer costs the energy $|\Delta|$. Kondo screening at that point is not calculated here. Compensation does not restore full spin-rotation symmetry, because $\Gamma_\uparrow\neq\Gamma_\downarrow$ remains.

\section{Numbers for a model dot}

Energies of a few meV suit a gated dot, so all energies are given in meV. The parameters are round choices: $U=4$, $\Gamma=0.2$, $E_r=1$, $E_a=3$ and $D=1000$ meV, with $P=0.4$ and $g=2$. The widths are $\Gamma_\uparrow=0.28$ meV and $\Gamma_\downarrow=0.12$ meV. From (\ref{shifts}), with $\ln1001=6.909$ and $\ln(1003/3)=5.812$,
\begin{align}
\delta E_\uparrow&=-\frac{0.28(6.909)+0.12(5.812)}{2\pi}=-0.4189\ \text{meV},\\
\delta E_\downarrow&=-\frac{0.12(6.909)+0.28(5.812)}{2\pi}=-0.3910\ \text{meV}.
\end{align}
The splitting is $-0.0279$ meV, about 7\% of either shift. The wide-band formula gives
\begin{equation}
\Delta=-\frac{0.4\times0.2}{\pi}\times1.0986=-0.0280\ \text{meV}.
\end{equation}
The logarithm is 1.0986 for an infinite band, 1.0966 for the sharp cutoff and 1.0955 for a Lorentzian cutoff of the same width. The finite band thus changes the logarithm by two to three parts in a thousand, and the two cutoff shapes differ by about one part in a thousand.

The compensating field is
\begin{equation}
B_c=\frac{0.02798\ \text{meV}}{2\times0.05788\ \text{meV/T}}=0.24\ \text{T}.
\end{equation}
This value assumes unshifted bands, $s=0$, and leads whose magnetization the applied field does not reverse. With the same parameters, a Stoner shift $s$ near 0.43 eV would cancel the field, and a larger one would reverse it. This assumes that the band shifted down is the one with the larger tunnel width; in the opposite case the two terms add, and the same shift doubles the field. Exchange splittings in ferromagnetic metals can be that large, so 0.24 T illustrates the formula and does not predict the field of a real contact. Still with $s=0$, moving the dot level to $E_r=3$ meV reverses both $\Delta$ and $B_c$. At $E_r=0.5$ meV the formula gives 0.43 T, but there $\Gamma/E_r=0.4$ and the first-order value deserves less trust.

By (\ref{share}), lead states within 0.1 meV of the Fermi level supply 5.7\% of the field, those within 1 meV 37\%, and those within 10 meV 85\%. Most of the field thus comes from lead states farther from the Fermi level than $E_r$.

\section{Check by diagonalization}

The perturbative steps can be tested on a finite many-electron problem. Each flat band, now with $D=4$ meV, is represented by eight levels whose positions and amplitudes follow a quadrature rule, and the lowest energies of the two spin sectors are computed with the full repulsion. The finite level spacing leaves out the low-energy continuum needed for Kondo screening, so that effect is not under test. The difference of the lowest sector energies measures $\Delta$ only while the cheapest electron--hole pair, here about 0.56 meV, costs more than $|\Delta|$. With lead levels closer to the Fermi level than about $|\Delta|/2$, both lowest states carry the favoured dot spin and their difference shrinks towards zero.

Extrapolated to $\Gamma\to0$, the diagonalization gives $\Delta/\Gamma=-0.0969$ at $E_r=1$ meV, where (\ref{band}) gives $-0.0970$. At $E_r=2.5$ meV both give $+0.0438$, which confirms the sign reversal. The compensating energy, found as the point where the sectors become degenerate, has the slope $b_c/\Gamma=0.0969$, against 0.0970 from the formula. At the symmetric point with $\Gamma=1$ meV, half of either charge energy, the splitting is below $10^{-8}$ meV. With a Stoner splitting of 1 meV the slope there is 0.0532, as (\ref{stoner}) predicts.

At $\Gamma=0.2$ meV the diagonalization gives $\Delta=-0.0194$ meV, equal to the first-order value in these digits. This closeness belongs to one discretization and is no general error estimate: six, eight and ten levels per band give $-0.01914$, $-0.01941$ and $-0.01949$ meV. The compensating energy is 0.0202 meV, 4\% larger than $|\Delta|$. Equation (\ref{kappa}) accounts for most of the difference:
\begin{equation}
\kappa=\frac{0.2}{2\pi}\Bigl(1-\frac15+\frac13-\frac17\Bigr)=0.032,\qquad
\frac{0.0194}{1-0.032}=0.0200\ \text{meV}.
\end{equation}
The remaining difference of about 1\% is not a converged number. For six, eight and ten levels per band the computed reduction $1-d(E_\uparrow-E_\downarrow)/db$ is 0.036, 0.039 and 0.041, against $\kappa=0.032$ at first order, and the compensating energy is 0.01985, 0.02019 and 0.02032 meV. The numerical output follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
repulsion U = 4.0 meV, mean width Gamma = 0.20 meV
polarization P = 0.40, g factor = 2.0
E_rem = 1.0 meV, E_add = 3.0 meV
Gamma_up = 0.280 meV, Gamma_down = 0.120 meV
wide-band half-width D = 1000 meV
Bohr magneton = 0.057884 meV/T
ln(E_add/E_rem) = 1.09861
same log, sharp cutoff at D = 1.09662
same log, Lorentzian cutoff at D = 1.09552
level shift, spin up = -0.41888 meV
level shift, spin down = -0.39096 meV
Delta with D = 1000 meV: -0.02793 meV
Delta, infinite band = -0.02798 meV
compensating field B_c = 0.2417 T
gate sweep, infinite band:
  E_rem 0.5 meV: Delta -0.04955 meV, B_c +0.4280 T
  E_rem 1.0 meV: Delta -0.02798 meV, B_c +0.2417 T
  E_rem 1.5 meV: Delta -0.01301 meV, B_c +0.1124 T
  E_rem 2.0 meV: Delta +0.00000 meV, B_c +0.0000 T
  E_rem 2.5 meV: Delta +0.01301 meV, B_c -0.1124 T
  E_rem 3.0 meV: Delta +0.02798 meV, B_c -0.2417 T
  E_rem 3.5 meV: Delta +0.04955 meV, B_c -0.4280 T
share of Delta from |w| < 0.1 meV = 5.69 %
share of Delta from |w| < 1.0 meV = 36.91 %
share of Delta from |w| < 10.0 meV = 84.79 %
diagonalization: band half-width 4.0 meV, 8 levels per spin
  E_rem 1.0 meV: Delta/Gamma numerical -0.09692, formula -0.09704
  E_rem 2.5 meV: Delta/Gamma numerical +0.04375, formula +0.04377
  b_c/Gamma numerical 0.09691, formula 0.09704
  symmetric point, Gamma = 1.0 meV: |Delta| below 1e-8 meV: True
  Stoner splitting 1.0 meV, symmetric point: Delta/Gamma numerical 0.05316, formula 0.05317
  Gamma = 0.20 meV: Delta all orders -0.01941 meV, first order -0.01941 meV
  Gamma = 0.20 meV: b_c all orders 0.02019 meV
\end{verbatim}
